# Proton and fluoride concentrations in aqueous HF with bifluoride

## Result

Let HF be dissolved in pure water to a total fluorine concentration \(C\). Write

\[
h=[\mathrm{H^+}],\quad u=[\mathrm{HF}],\quad f=[\mathrm{F^-}],\quad b=[\mathrm{HF_2^-}],
\]

with the equilibrium constants

\[
K_1=\frac{hf}{u},\qquad K_2=\frac{b}{uf}.
\]

If hydroxide is neglected, \(h\) satisfies

\[
(1-4K_1K_2)h^3+4K_1K_2C\,h^2-K_1(K_1+C+K_2C^2)h+K_1^2C=0. \tag{1}
\]

The physical root is the one strictly between \(K_1\) and \(C/2\). In the special case \(C=2K_1\) it is \(h=K_1\). The fluoride species are then

\[
f=\frac{2h}{1+\sqrt{1+4K_2h^2/K_1}},\qquad u=\frac{hf}{K_1},\qquad b=h-f. \tag{2}
\]

The rule for choosing the root is part of the result, because (1) can have up to two other positive roots that describe no solution of HF.

## Model and conventions

Two reactions are kept:

\[
\mathrm{HF}\rightleftharpoons\mathrm{H^+}+\mathrm{F^-},\qquad
\mathrm{HF}+\mathrm{F^-}\rightleftharpoons\mathrm{HF_2^-}.
\]

The first constant is for dissociation and has the unit mol/L. The second is for association and has the unit L/mol, so \(K_1K_2\) is a pure number. Both are positive. \(\mathrm{H^+}\) stands for the hydrated proton.

Activities are replaced by concentrations. Larger clusters of HF with fluoride and the neutral dimer \((\mathrm{HF})_2\) are left out, as is fluoride bound to dissolved oxide, so the model can apply only to a fresh etching bath, before oxide has dissolved in it. No other acid, base or salt is present. An added fluoride salt would bring in a cation, and the charge balance below would have to include it.

Two balances close the problem. Each bifluoride ion holds two fluorine atoms but carries one negative charge:

\[
C=u+f+2b, \tag{3}
\]
\[
h=f+b. \tag{4}
\]

Equation (4) is where hydroxide has been dropped. The error this causes is bounded below.

## Elimination

The mass-action laws express two species through \(h\) and \(f\):

\[
u=\frac{hf}{K_1},\qquad b=K_2uf=\frac{K_2hf^2}{K_1}. \tag{5}
\]

Put \(b=h-f\) from (4) and \(u=hf/K_1\) into (3):

\[
C=\frac{hf}{K_1}+f+2(h-f)=f\left(\frac{h}{K_1}-1\right)+2h.
\]

Move \(2h\) to the left and multiply by \(K_1\):

\[
f(h-K_1)=K_1(C-2h). \tag{6}
\]

This relation is linear in \(f\). The remaining condition is the charge balance with \(b\) taken from (5):

\[
h=f+\frac{K_2hf^2}{K_1}. \tag{7}
\]

Multiply (7) by \(K_1(h-K_1)^2\), so that \(f\) appears only in the combination \(f(h-K_1)\), and replace that combination using (6):

\[
K_1h(h-K_1)^2=K_1^2(C-2h)(h-K_1)+K_1^2K_2h(C-2h)^2.
\]

Divide by \(K_1\) and collect everything on the left. The first two terms share the factor \(h-K_1\), and the other factor is

\[
h(h-K_1)-K_1(C-2h)=h^2+K_1h-K_1C.
\]

The condition is therefore \(P(h)=0\), with

\[
P(h)=(h-K_1)(h^2+K_1h-K_1C)-K_1K_2h(C-2h)^2. \tag{8}
\]

To expand it, note that in the first product the terms \(+K_1h^2\) and \(-K_1h^2\) cancel:

\[
(h-K_1)(h^2+K_1h-K_1C)=h^3-K_1(K_1+C)h+K_1^2C.
\]

The second product is

\[
K_1K_2h(C-2h)^2=K_1K_2C^2h-4K_1K_2C\,h^2+4K_1K_2h^3.
\]

Subtracting it from the first and collecting powers of \(h\) gives (1).

## Which root is physical

**The interval.** A physical state has \(f>0\). By (6), \(h-K_1\) and \(C-2h\) then have the same sign, or both vanish. If \(h>K_1\), then \(h<C/2\). If \(h<K_1\), then \(h>C/2\). So for \(C\ne2K_1\) the physical \(h\) lies strictly between \(K_1\) and \(C/2\), whichever is larger.

**A root exists there.** At \(h=K_1\) the first product in (8) vanishes. At \(h=C/2\) the second vanishes, and \(h^2+K_1h-K_1C\) becomes \((C/2)(C/2-K_1)\). Thus

\[
P(K_1)=-K_1^2K_2(C-2K_1)^2<0,\qquad
P(C/2)=\frac C2\left(\frac C2-K_1\right)^2>0.
\]

The sign change guarantees a root, and these two points can serve as the starting bracket for bisection. When \(C\) is very close to \(2K_1\), both end values are tiny, and rounding in the expanded form (1) can give them the wrong sign. Evaluate \(P\) in the factored form (8) there.

**Every such root is a physical state.** Given a root in the interval, define \(f\) by (6). It is positive, and (5) then gives positive \(u\) and \(b\). Since \(h\ne K_1\), the multiplication by \((h-K_1)^2\) can be undone, so (7) holds. Equations (6) and (7) together restore the fluorine balance.

**There is one physical state for each \(C\).** Solve (7) for \(h\):

\[
h=\frac{f}{1-K_2f^2/K_1},\qquad 0<f<\sqrt{K_1/K_2}. \tag{9}
\]

As \(f\) grows across this range, \(h\) rises from zero to infinity. The total

\[
C=f+\frac{hf}{K_1}+\frac{2K_2hf^2}{K_1}
\]

is a sum of increasing terms, so it also rises from zero to infinity. Each \(C\) therefore belongs to one value of \(f\) and one value of \(h\). Two roots in the interval would give two states for the same \(C\), which is impossible.

**The special case.** For \(C=2K_1\) the interval shrinks to a point. Setting \(h=K_1\) in (7) gives \(K_2f^2+f-K_1=0\), which has one positive solution, and \(f<K_1\). Then \(u=f\) and \(b=K_1-f\), so \(u+f+2b=2K_1\), as required.

When \(4K_1K_2<1\), the order of the roots is also known. Then \(P\) is negative at large negative \(h\), positive at \(h=0\) and positive at large \(h\). With the two signs above, there is one negative root and two positive ones. The physical root is the larger positive root for \(C>2K_1\) and the smaller one for \(C<2K_1\).

## Concentrations of the species

Equation (6) gives \(f=K_1(C-2h)/(h-K_1)\), but this becomes \(0/0\) at \(C=2K_1\) and loses accuracy nearby. The charge balance (7) avoids the difficulty. Written as a quadratic in \(f\), it is

\[
\frac{K_2h}{K_1}f^2+f-h=0.
\]

Its positive solution is

\[
f=\frac{-1+\sqrt{1+4K_2h^2/K_1}}{2K_2h/K_1}.
\]

Multiply numerator and denominator by \(1+\sqrt{1+4K_2h^2/K_1}\). The numerator becomes \(4K_2h^2/K_1\), and division by \(2K_2h/K_1\) leaves \(2h\). This is the first formula in (2). The other two are (5) and (4). When bifluoride is a trace, \(b=K_2uf\) is numerically better than the small difference \(h-f\).

## Limits and physical reading

From (5), \(b/f=K_2u\). The charge balance is then \(h=f(1+K_2u)\), and inserting \(f=K_1u/h\) gives

\[
h^2=K_1u(1+K_2u). \tag{10}
\]

This holds throughout the model, but \(u\) is the concentration of undissociated HF, not \(C\).

**No bifluoride.** For \(K_2=0\), (8) factors into \(h-K_1\) and the weak-acid quadratic \(h^2+K_1h-K_1C\). The physical value is the positive root of the quadratic. The root \(h=K_1\) comes from the multiplication by \((h-K_1)^2\) and has no physical meaning unless \(C=2K_1\).

**Very dilute HF.** As \(C\to0\), both \(h\) and \(f\) are at most \(C\), so \(u\le C^2/K_1\) and \(b\le K_2C^3/K_1\). Dissociation becomes complete and \(h\to C\), as long as hydroxide can still be neglected.

**Little dissociation.** The fluorine not present as HF is \(f+2b=2h-f<2h\). If \(h\ll C\), then \(u\approx C\) and

\[
h\approx\sqrt{K_1C(1+K_2C)}. \tag{11}
\]

This estimate gives \(h/C\approx\sqrt{K_1/C+K_1K_2}\), so it is consistent when that square root is small. The relative error of (11) is between about half and twice that root. It does not vanish at large \(C\), where it tends to \(2\sqrt{K_1K_2}\).

**Formal limit of large \(C\).** Here \(u\) grows without bound, so \(b/f=K_2u\) does too, and \(h\approx b\). Multiplying the two mass-action laws gives \(hb=K_1K_2u^2\), the equilibrium condition of \(2\,\mathrm{HF}\rightleftharpoons\mathrm{H^+}+\mathrm{HF_2^-}\). With \(u\approx C-2h\), it becomes \(h\approx\sqrt{K_1K_2}\,(C-2h)\), or

\[
h\approx\frac{\sqrt{K_1K_2}}{1+2\sqrt{K_1K_2}}\,C.
\]

The dissociated fraction approaches a constant instead of falling as \(C^{-1/2}\), as it does for a simple weak acid. Free fluoride saturates: (7) gives \(f^2=(K_1/K_2)(b/h)\), so \(f\to\sqrt{K_1/K_2}\). This limit shows the structure of the equations. A real concentrated solution is not ideal.

## Does bifluoride make the solution more acidic?

At fixed \(C\), the answer depends on concentration. Treat \(h\) as a trial value and let the fluorine balance alone determine \(f\):

\[
C=f\left(1+\frac h{K_1}\right)+\frac{2K_2hf^2}{K_1}. \tag{12}
\]

Let \(n(h)=f+b\) be the resulting anion charge. Since \(2b=C-f-hf/K_1\),

\[
n=\frac12\left[C+f\left(1-\frac h{K_1}\right)\right]. \tag{13}
\]

The true \(h\) solves \(h=n(h)\). To see how \(n\) varies, differentiate (12) at fixed \(C\):

\[
\frac{df}{dh}=-\frac{f}{K_1}\,\frac{1+2K_2f}{D},\qquad
D=1+\frac h{K_1}+\frac{4K_2hf}{K_1}.
\]

Differentiate (13), insert this result and use the common denominator \(D\):

\[
2\frac{dn}{dh}=-\frac{f}{K_1D}\left[(1+2K_2f)\left(1-\frac h{K_1}\right)+D\right].
\]

In the bracket the terms \(\mp h/K_1\) cancel, and \(-2K_2fh/K_1+4K_2fh/K_1=2K_2fh/K_1\). Hence

\[
\frac{dn}{dh}=-\frac{f}{K_1D}\left[1+K_2f\left(1+\frac h{K_1}\right)\right]<0. \tag{14}
\]

So \(h-n(h)\) increases with \(h\). Now raise \(K_2\) while holding the trial value at the old solution. By (12), \(f\) must fall. By (13), \(n\) rises if \(h>K_1\) and falls if \(h<K_1\). The solution of \(h=n(h)\) moves in the same direction as \(n\). Since \(h>K_1\) goes with \(C>2K_1\), bifluoride raises \(h\) for \(C>2K_1\), lowers it for \(C<2K_1\), and leaves it at \(K_1\) for \(C=2K_1\).

The reason is that forming \(\mathrm{HF_2^-}\) removes equal amounts of HF and \(\mathrm{F^-}\). If \(f<u\), which is the same as \(h>K_1\), this lowers the ratio \(f/u\), and more HF dissociates to restore \(hf/u=K_1\). If \(f>u\), the ratio rises and protons recombine with fluoride.

## Error from neglecting hydroxide

With \([\mathrm{OH^-}]=K_w/h'\) restored, the proton concentration \(h'\) obeys

\[
h'=n(h')+\frac{K_w}{h'}.
\]

The function \(n\) is unchanged because hydroxide contains no fluorine. Here \(h'-n(h')\) is positive, whereas \(h-n(h)=0\), so \(h'>h\). Subtracting the two charge balances gives

\[
h'-h=n(h')-n(h)+\frac{K_w}{h'}<\frac{K_w}{h'}<\frac{K_w}{h},
\]

because \(n\) decreases. The error relative to \(h\) is therefore less than \(K_w/h^2\).

## Worked example

Take the round model parameters \(K_1=7\times10^{-4}\) mol/L, \(K_2=4\) L/mol and \(C=1\) mol/L. Then \(4K_1K_2=0.0112\), and the linear coefficient is

\[
-7\times10^{-4}\,(0.0007+1+4)=-3.5005\times10^{-3}\ (\mathrm{mol/L})^2.
\]

With \(h\) in mol/L, the cubic is

\[
0.9888h^3+0.0112h^2-3.5005\times10^{-3}h+4.9\times10^{-7}=0.
\]

Its roots are \(-0.0655\), \(1.40\times10^{-4}\) and \(0.05403\) mol/L. The physical root must lie between \(0.0007\) and \(0.5\) mol/L, which selects the last. For the small positive root, (6) would require \(f=-1.25\) mol/L.

For the physical root, \(4K_2h^2/K_1=16(0.05403)^2/(7\times10^{-4})\approx66.7\), so

\[
f\approx\frac{2(0.05403)}{1+\sqrt{67.7}}\approx0.0117\ \mathrm{mol/L}.
\]

The other species are

\[
u=\frac{(0.05403)(0.01171)}{7\times10^{-4}}\approx0.904\ \mathrm{mol/L},\qquad
b=0.05403-0.01171\approx0.0423\ \mathrm{mol/L}.
\]

The fluorine sum \(0.904+0.0117+2(0.0423)\) returns 1 mol/L to rounding. The acidity is \(-\log_{10}(h/(\mathrm{mol/L}))=1.27\). There is 3.6 times as much bifluoride as free fluoride, in agreement with \(K_2u\), although bifluoride holds only 8.5 percent of the fluorine.

Without bifluoride, \(h\) would be \(0.0261\) mol/L, so bifluoride slightly more than doubles it. At \(C=0.01\) mol/L it raises \(h\) by 0.9 percent. At \(C=5\times10^{-4}\) mol/L, below \(2K_1=1.4\times10^{-3}\) mol/L, it lowers \(h\) by 0.017 percent. The reversal is real within the model but very small for these parameters.

Approximation (11) gives \(h\approx\sqrt{7\times10^{-4}\times5}\approx0.059\) mol/L at \(C=1\) mol/L. This is about 10 percent above the root of the cubic, because it replaces \(u=0.904\) mol/L by 1 mol/L.

The two anions are equal when \(K_2u=1\). Then \(h=2f\), and \(hf=K_1u\) gives \(2f^2=K_1/K_2\). From (3), with \(b=f\),

\[
C=\frac1{K_2}+3\sqrt{\frac{K_1}{2K_2}}=0.25+3(0.00935)\approx0.278\ \mathrm{mol/L}.
\]

Between \(C=0.1\) and 1 mol/L, bifluoride rises from \(0.0024\) to \(0.0423\) mol/L, about eighteenfold, while free fluoride rises from \(0.0068\) to \(0.0117\) mol/L. At 1 mol/L free fluoride has reached about 89 percent of its ceiling \(\sqrt{K_1/K_2}\approx0.0132\) mol/L from (9). Within this model, bifluoride, an important reactant in oxide etching, thus grows faster than the total amount of HF over this range. The conclusion depends on the species kept. Some models of etching baths add a neutral dimer \((\mathrm{HF})_2\). With \([(\mathrm{HF})_2]/[\mathrm{HF}]^2=2\) L/mol the rise would be only about ninefold, slower than the total. An etch rate would need a separate surface-reaction model.

With \(K_w=10^{-14}\ (\mathrm{mol/L})^2\), the hydroxide error bound at 1 mol/L is \(3.4\times10^{-12}\) relative to \(h\). The actual relative shift is about 1 percent at \(C=10^{-6}\) mol/L and 62 percent at \(10^{-7}\) mol/L, where the cubic is no longer usable. At 1 mol/L the neglect of hydroxide is harmless, but the model still replaces activities by concentrations and leaves out the dimer and larger clusters. Activity coefficients from the Davies equation alone would raise \(h\) from 0.054 to about 0.066 mol/L. These values therefore illustrate the model and do not predict a measured acidity. The numerical output below gives the full set of concentrations.

## Table of computed values

```
K1 = 7.0e-04 mol/L, K2 = 4.0 L/mol, C = 1.0 mol/L
4 K1 K2 = 0.0112 (no unit)
coefficient of h^3: 9.888000e-01 no unit
coefficient of h^2: 1.120000e-02 mol/L
coefficient of h^1: -3.500490e-03 (mol/L)^2
coefficient of h^0: 4.900000e-07 (mol/L)^3
root h = -6.549470e-02 mol/L, implied [F-] = -1.196006e-02 mol/L
root h = 1.400439e-04 mol/L, implied [F-] = -1.249748e+00 mol/L
root h = 5.402779e-02 mol/L, implied [F-] = 1.170799e-02 mol/L
[H+] = 0.054028 mol/L
[HF] = 0.903652 mol/L
[F-] = 0.011708 mol/L
[HF2-] = 0.042320 mol/L
-log10(h in mol/L) = 1.267
[HF2-]/[F-] = 3.6146
fluorine sum u+f+2b = 1.000000 mol/L
share of fluorine held in HF2- = 8.46 percent
2 K1 = 1.40e-03 mol/L
Table in mol/L; h0 is [H+] without bifluoride (K2 = 0)
C        h          HF         F-         HF2-       h0
5.0e-04  3.373e-04  1.625e-04  3.371e-04  2.191e-07  3.374e-04
   change of h by bifluoride = -0.01713 percent
1.4e-03  7.000e-04  6.981e-04  6.981e-04  1.949e-06  7.000e-04
   change of h by bifluoride = 0.00000 percent
1.0e-02  2.340e-03  7.591e-03  2.271e-03  6.896e-05  2.319e-03
   change of h by bifluoride = 0.91006 percent
1.0e-01  9.155e-03  8.845e-02  6.763e-03  2.393e-03  8.024e-03
   change of h by bifluoride = 14.10228 percent
1.0e+00  5.403e-02  9.037e-01  1.171e-02  4.232e-02  2.611e-02
   change of h by bifluoride = 106.92511 percent
[F-] = [HF2-] at C = 0.2781 mol/L, each 0.009354 mol/L
Hydroxide check with Kw = 1e-14 (mol/L)^2
C = 1e-07 mol/L: h = 9.9986e-08, with OH- 1.6179e-07 mol/L, (h'-h)/h = 6.18e-01
C = 1e-06 mol/L: h = 9.9858e-07, with OH- 1.0085e-06 mol/L, (h'-h)/h = 9.92e-03
C = 1e-05 mol/L: h = 9.8611e-06, with OH- 9.8621e-06 mol/L, (h'-h)/h = 1.01e-04
C = 1e-03 mol/L: h = 5.5684e-04, with OH- 5.5684e-04 mol/L, (h'-h)/h = 2.24e-08
Kw/h^2 at C = 1.0 mol/L: 3.43e-12 (no unit)
largest relative gap, cubic against extents: 1.0e-12
```
